Heavy-metal thickness for least Joule power at fixed spin-orbit torque

PROBLEM

The write line of a spin-orbit-torque memory cell is a heavy-metal film of thickness d, length L and width W, with a ferromagnet of thickness t_F on top. A charge current of density J flows along the line. The spin Hall effect sends a spin current up into the ferromagnet, where it exerts a damping-like torque. The torque per area is prescribed, and L and W are fixed.

The resistivity ρ, spin Hall angle θ and spin-diffusion length λ do not depend on d. No charge current flows in the ferromagnet. No spin current crosses the bottom surface, and the interface absorbs perfectly.

(a) Find the spin current absorbed by the ferromagnet as a function of d.
(b) Find the Joule power in the heavy metal at fixed torque.
(c) Show that this power has a single minimum, at d ≈ 2.45 λ.
(d) Does the same thickness minimize the current?
(e) Evaluate the optimum for λ = 1.5 nm, ρ = 150 µΩ cm, θ = 0.30, L = 100 nm, W = 50 nm, t_F = 1.0 nm, magnetization M_s = 1000 kA/m and a damping-like effective field B = 50 mT.

HINTS

1. Perfect absorption is a condition on the spin accumulation: its component transverse to the magnetization vanishes at the interface. It does not mean that the full bulk spin Hall current θJ arrives there.

2. Fixed torque means fixed absorbed spin current. Solve for J before writing the power, and use x = d/λ.

3. Differentiate the logarithm of the power. The identity tanh(x/2) = (cosh x − 1)/sinh x leads to a function whose convexity settles the number of minima.

SOLUTION

(a) Absorbed spin current

Let z run from the bottom surface, z = 0, to the interface, z = d. The spins carried by the spin Hall current are polarized in the plane, across the line. Take the magnetization perpendicular to this direction, so that the whole absorbed spin current acts as torque.

Write the electrochemical potentials of the two spin species as voltages V↑ and V↓, and let V = (V↑ − V↓)/2. Each species has half the conductivity, 1/(2ρ), and carries half the spin Hall current, with opposite signs:

j↑ = −V↑′/(2ρ) + θJ/2
j↓ = −V↓′/(2ρ) − θJ/2

A prime denotes d/dz. The spin current, in charge units and positive towards the ferromagnet, is the difference:

j_s = j↑ − j↓ = θJ − V′/ρ

Spin relaxation removes spin current in proportion to V. The spin-diffusion length is defined by

j_s′ = −V/(ρλ²)

Since θJ is uniform, j_s′ = −V″/ρ, and therefore V″ = V/λ². The boundary conditions are j_s(0) = 0 and V(d) = 0. The second leaves only the sinh solution centred on the interface:

V = A sinh[(z − d)/λ]

At z = 0 the slope is V′ = (A/λ) cosh x. The condition j_s(0) = 0 requires V′(0) = θJρ, so

A = θJρλ/cosh x

At the interface V′ = A/λ, which gives

j_s(d) = θJ − A/(ρλ) = θJ (1 − sech x)

For a thin film, 1 − sech x → x²/2. Almost all of the spin Hall current is then cancelled by diffusion back from the spin accumulation that the blocked bottom surface creates. For a thick film that surface is out of reach and j_s(d) → θJ.

(b) Power at fixed torque

Each charge e counted in j_s carries angular momentum ħ/2. The torque per area is therefore

τ = ħ j_s(d)/(2e) = M_s t_F B

The second equality defines the effective field B through the magnetic moment per area, M_s t_F. With τ fixed, j_s(d) is a fixed number, written j_s from here on, and the charge current density must be

J = j_s/[θ(1 − sech x)]

Neglect the charge current that the inverse spin Hall effect generates from the diffusing spins; it is of order θ² and is estimated in the last section. The power is then ρJ² times the volume LWd, with d = λx:

P = ρλLW (j_s/θ)² g(x),  g(x) = x/(1 − sech x)²

All dependence on thickness is in g. For x → 0, g → x/(x²/2)² = 4/x³, because the current density must grow as 1/x² to overcome the cancellation. For x → ∞, g → x, because J has saturated and added metal only adds heated volume. A minimum must lie between these limits.

(c) The minimum

Since d(1 − sech x)/dx = sech x tanh x,

d ln g/dx = 1/x − 2 sech x tanh x/(1 − sech x)

Multiplying the numerator and denominator of the last term by cosh x gives

d ln g/dx = 1/x − 2 tanh x/(cosh x − 1)

The stationary points therefore obey

cosh x − 1 = 2x tanh x

To count the positive roots, use cosh x − 1 = sinh x tanh(x/2). The last term of the slope becomes 2/[cosh x tanh(x/2)], and over a common denominator

d ln g/dx = [cosh x tanh(x/2) − 2x]/[x cosh x tanh(x/2)]

The same identity gives (cosh x + 1) tanh(x/2) = (cosh²x − 1)/sinh x = sinh x, so cosh x tanh(x/2) = sinh x − tanh(x/2). The numerator is then

h(x) = sinh x − tanh(x/2) − 2x

The denominator is positive for x > 0, so h carries the sign of the slope. Its derivatives are

h′(x) = cosh x − ½ sech²(x/2) − 2
h″(x) = sinh x + ½ sech²(x/2) tanh(x/2)

At the origin h = 0 and h′ = 1 − ½ − 2 = −3/2, so h first becomes negative. For x > 0, h″ > 0, so h′ rises steadily and h turns upward once. Because sinh x finally outgrows 2x, h crosses zero once, from below. The power falls before this crossing and rises after it, so the crossing is the global minimum.

Its position follows from two evaluations:

h(2.44) = 5.693 − 0.840 − 4.880 = −0.027
h(2.45) = 5.751 − 0.841 − 4.900 = +0.010

A numerical root search gives x* = 2.447, hence

d* ≈ 2.45 λ

There 1 − sech x* = 0.828: the ferromagnet receives 83% of the bulk spin Hall current. The least power is

P_min = 3.57 ρλLW (j_s/θ)²

where 3.57 = 2.447/0.828². The minimum is broad. Solving g(x) = 1.1 g(x*) numerically shows that P stays within 10% of its minimum for 1.79 < d/λ < 3.44.

(d) Least current

The total current is I = JWd, proportional to x/(1 − sech x). One factor of 1 − sech x replaces two, so the 2 disappears from the stationarity condition:

cosh x − 1 = x tanh x

The slope now has the sign of sinh x − tanh(x/2) − x. This function has the same positive second derivative and starts with slope −1/2, so again there is one minimum. The numerical root is x = 1.51, a thinner film.

At that thickness the power is 1.27 times P_min. Since P = I²R and R is proportional to 1/x, the squared current relative to its value at x* is 1.267 × 1.506/2.447 = 0.78. The current is thus about 12% lower. A series resistance R_c that does not depend on d adds I²R_c to the power. Both I² and P fall below x = 1.51 and both rise above x = 2.45, so the thickness of least total power then lies between these two values.

(e) Numbers

The required torque per area is

τ = (1.0×10⁶ A/m)(1.0×10⁻⁹ m)(0.050 T) = 5.0×10⁻⁵ J/m²

and the spin current to be absorbed is

j_s = 2eτ/ħ = 1.52×10⁷ A/cm²

The optimum thickness is d* = 2.447 × 1.5 nm = 3.67 nm. The current density and current are

J = 1.52×10⁷/(0.30 × 0.828) = 6.1×10⁷ A/cm²
I = JWd* = 112 µA

The voltage along the line is ρJL = 92 mV, so the power is 112 µA × 92 mV = 10.3 µW. A 1 ns pulse dissipates 10.3 fJ.

With the torque held fixed, two other thicknesses compare as follows:

d = 2 nm: J = 10.0×10⁷ A/cm², I = 100 µA, P = 15.0 µW
d = 8 nm: J = 5.1×10⁷ A/cm², I = 205 µA, P = 15.7 µW

The thin film needs less current than the optimum but has a higher resistance, and it dissipates 45% more power. The thick film runs at a lower current density but heats more metal, and it dissipates 52% more.

VARIATION 1: CURRENT IN THE FERROMAGNET

Let the ferromagnet have resistivity ρ_F and conduct in parallel, and let its own current produce no torque. Minimize the power of both layers together.

The required J is unchanged. Both layers share the electric field ρJ, so the ferromagnet adds (ρJ)²t_F/ρ_F per area:

P = ρλLW J² (x + s),  s = ρt_F/(ρ_Fλ)

In the logarithmic slope 1/x becomes 1/(x + s), and the condition of part (c) becomes

sinh x − tanh(x/2) = 2(x + s)

This is h(x) = 2s. Since h is positive and rising beyond x*, there is one root, and it is larger than x*. The loss in the ferromagnet grows as the square of the electric field. This favours a thicker heavy metal, which needs a smaller field for the same torque.

With ρ_F = 150 µΩ cm, s = 1.0/1.5 = 0.667. The numerical root is x = 2.74, or d = 4.1 nm. At the ideal 3.67 nm the ferromagnet carries s/(x* + s) = 21% of the total current, and the total power exceeds the ideal value by s/x* = 27%. Keeping 3.67 nm instead of 4.1 nm costs 1.2% in power.

Diffuse surface scattering has the same mathematical form. Electrons leaving a diffuse surface at angle α to the normal start with no drift and recover it over a depth ℓ|cos α|, where ℓ is the mean free path. With c = |cos α|, the average of this depth, weighted by each direction's contribution to the current, is

ℓ ∫₀¹ c(1 − c²)dc / ∫₀¹ (1 − c²)dc = ℓ (1/4)/(2/3) = 3ℓ/8

Half of the electrons leave each of the two surfaces, so the film loses conductance equivalent to a thickness 3ℓ/8. For ℓ ≪ d its resistivity is ρ(1 + 3ℓ/(8d)). If J now denotes the mean current density and θ and λ are held fixed, x again becomes x + s, with s = 3ℓ/(8λ). For ℓ = 0.5 nm, s = 0.125. The optimum moves to 2.51 λ, and the power at 3.67 nm rises by 5%. These values depend on tying the spin Hall current to the mean current density. If it is instead set by the electric field, the required field is unchanged and the lost conductance turns x into x − s, so the optimum is about 2.38 λ and the power falls by 5%. If it follows the local current density, which is depleted next to the interface, the optimum is about 2.47 λ and the power rises by about 9%. The shift of the optimum is small in each case, but its sign is not fixed by this argument.

VARIATION 2: INCOMPLETE ABSORPTION

Let the interface have a finite conductance G per area for transverse spins. The splitting 2V(d) then drives the absorbed current, j_s(d) = 2G V(d).

With V_d = V(d), the solution is

V = A sinh[(z − d)/λ] + V_d cosh[(z − d)/λ]

The condition V′(0) = θJρ now reads A cosh x − V_d sinh x = θJρλ. Inserting A into j_s(d) = θJ − A/(ρλ) gives

j_s(d) = θJ(1 − sech x) − V_d tanh x/(ρλ)

Setting V_d = j_s(d)/(2G) and solving,

j_s(d) = θJ(1 − sech x) q/(q + tanh x),  q = 2Gρλ

At fixed torque the power is therefore multiplied by (1 + tanh x/q)². This adds 2 sech²x/(q + tanh x) to the logarithmic slope. The addition is positive, so the optimum moves to a thinner film.

The shift is largest for a very weak absorber, q → 0. The power is then proportional to x tanh²x/(1 − sech x)² = x coth²(x/2), whose logarithmic slope is 1/x − 2/sinh x. It vanishes at sinh x = 2x, or x = 2.18. For any finite q the slope is below this one, hence still negative for x < 2.18, and it is positive from x* onward. The optimum therefore lies between 2.18 λ and 2.45 λ for every interface conductance.

For G = 10¹⁵ S/m², q = 4.5, and numerical minimization gives x = 2.41, or d = 3.6 nm. At 3.67 nm the interface passes 82% of the ideal spin current, so the power rises by a factor 1/0.82², or 49%. At this conductance, imperfect absorption hardly moves the best thickness, but it raises the cost of the torque considerably.

THE MODEL AND A REAL CELL

The example's parameters are rough typical values for a resistive heavy metal under a thin ferromagnet in a three-terminal memory cell; they do not describe a particular material. Of the departures within the layer stack sized here, shunting moves the optimum most, by 12%, while incomplete absorption adds most to the power. At 3.67 nm these two power factors multiply to 1.27 × 1.49 = 1.89, which turns 10.3 µW into about 19 µW. The circuit can matter more than the stack. The line at 3.67 nm has only about 0.8 kΩ, and a series resistance of 1 kΩ in contacts and write transistor moves the thickness of least total power in the ideal model to 1.91 λ, while 3 kΩ moves it to about 1.7 λ. Keeping 2.45 λ then costs 7% and 15% in total power. The value 2.45 λ minimizes the power in the line alone.

The inverse spin Hall effect turns the diffusive spin current −V′/ρ into an extra charge current density θV′/ρ along the line. Its average over the thickness is −θV(0)/(ρd) = θ²J tanh x/x, since V(d) = 0. The electric field ρJ needed for the torque is unchanged, so the power rises by the fraction θ² tanh x/x. For θ = 0.30 this is 3.6% at 3.67 nm, and the optimum of the ideal model moves to 2.49 λ.

Heating can be estimated by letting all the heat flow straight down into oxide with thermal conductivity k = 1.4 W/(m K) and heat capacity C = 1.65 J/(cm³ K). Heat Q per area released at the surface leaves a surface temperature rise Q/√(πkCt) after time t. Summing over a constant flux Φ gives

ΔT = 2Φ√[t/(πkC)]

The ideal power spread over LW gives Φ = 2.1×10⁹ W/m², and a 1 ns pulse gives ΔT ≈ 48 K. With the factor 1.89 the rise is about 90 K. These are rough values and not bounds. Sideways heat flow in the oxide lowers the 48 K to about 36 K at the centre of the line, and the heat capacity of the metal layers also lowers it, while a thermal boundary resistance of 10⁻⁸ m² K/W between metal and oxide would add up to about 20 K. The Oersted field of a wide sheet, μ₀Jd/2 = 1.4 mT, is small beside the 50 mT damping-like field.

The rule d ≈ 2.45 λ requires θ, λ and ρ to stay constant as the film is thinned. If growth or scattering changes them with thickness, their variation must be put into P before minimizing. The diffusion equation also assumes ℓ ≪ λ; here ℓ/λ is about one third, so the second decimal of 2.45 belongs to the model and is not a tolerance for film growth. At this ratio V(d) = 0 cannot be reached. An interface that absorbs the transverse spin of every arriving electron still leaves an accumulation that extrapolates to zero about 0.71ℓ beyond it, which acts like q ≈ λ/(0.71ℓ) ≈ 4. The value q = 4.5 of Variation 2 is therefore close to the best possible interface for these parameters, and the 10.3 µW of part (e) is an ideal limit.

All numerical values are calculated from the stated model.
